# Defect Formation Entropy at Constant Pressure and at Constant Volume: test program

```python
"""Defect formation entropy at constant pressure (S_P) and constant volume (S_V).

Result under test: S_P - S_V = alpha * B * V_rel, up to terms of order 1/N.
  alpha : volumetric thermal expansion of the host    B : isothermal bulk modulus
  V_rel : volume of defect cell minus host cell at the same pressure, temperature
  N     : number of lattice sites in the supercell
Harmonic counterpart: S_P - S_V = sum_i c_i gamma_i V_rel / V, with
  c_i : heat capacity of mode i,  gamma_i = -d ln(omega_i) / d ln(V).
Model: fcc crystal, Morse bonds between first and second neighbour sites.
Internal units: eV, angstrom, atomic mass unit; entropies in Boltzmann constants.
"""
from itertools import product
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

KB = const.k / const.e                       # eV/K
GPA = 1e9 * const.angstrom**3 / const.e      # eV/angstrom^3 per GPa
DEPTH, STEEP, BOND, MASS = 0.40, 1.5, 2.7, 60.0
EXTRA = 0.2                                  # longer bonds of the impurity
HBAR_OMEGA = const.hbar / const.e * np.sqrt(
    const.e / (const.angstrom**2 * const.atomic_mass))


class Cell:
    """Periodic fcc supercell: kind is 'host', 'impurity' or 'vacancy'."""

    def __init__(self, n, kind):
        sites = [s for s in product(range(2 * n), repeat=3) if sum(s) % 2 == 0]
        index = {s: k for k, s in enumerate(sites)}
        vectors = [d for d in product(range(-2, 3), repeat=3)
                   if sum(c * c for c in d) in (2, 4) and d > (0, 0, 0)]
        first, second, step = [], [], []
        for s in sites:
            for d in vectors:
                first.append(index[s])
                second.append(index[tuple((p + q) % (2 * n)
                                          for p, q in zip(s, d))])
                step.append(d)
        self.i, self.j = np.array(first), np.array(second)
        self.d = np.array(step, float)
        self.nsites = self.natoms = len(sites)
        touches = (self.i == 0) | (self.j == 0)
        self.r0 = np.full(len(self.i), BOND)
        if kind == "impurity":
            self.r0[touches] += EXTRA
        if kind == "vacancy":
            keep = ~touches
            self.i, self.j = self.i[keep] - 1, self.j[keep] - 1
            self.d, self.r0 = self.d[keep], self.r0[keep]
            self.natoms -= 1
        self.u = np.zeros((self.natoms, 3))

    def derivatives(self, volume, u):
        """Energy, gradient and force-constant matrix."""
        a = (4 * volume / self.nsites) ** (1 / 3)
        b = 0.5 * a * self.d + u[self.j] - u[self.i]
        r = np.linalg.norm(b, axis=1)
        e = b / r[:, None]
        q = np.exp(-STEEP * (r - self.r0))
        energy = DEPTH * np.sum(q * q - 2 * q)
        f1 = 2 * DEPTH * STEEP * (q - q * q)
        f2 = 2 * DEPTH * STEEP**2 * (2 * q * q - q)
        grad = np.zeros_like(u)
        np.add.at(grad, self.j, f1[:, None] * e)
        np.add.at(grad, self.i, -f1[:, None] * e)
        t = f1 / r
        k = ((f2 - t)[:, None, None] * e[:, :, None] * e[:, None, :]
             + t[:, None, None] * np.eye(3))
        m = self.natoms
        h = np.zeros((m, m, 3, 3))
        for p, s, sign in ((self.i, self.i, 1), (self.j, self.j, 1),
                           (self.i, self.j, -1), (self.j, self.i, -1)):
            np.add.at(h, (p, s), sign * k)
        return energy, grad.ravel(), h.transpose(0, 2, 1, 3).reshape(3*m, 3*m)

    def relaxed(self, volume):
        """Newton relaxation of the atoms at fixed cell volume."""
        m = self.natoms
        for _ in range(40):
            energy, grad, h = self.derivatives(volume, self.u)
            if np.max(np.abs(grad)) < 1e-10:
                return energy, h
            shift = np.kron(np.full((m, m), 10.0 / m), np.eye(3))
            self.u = self.u - np.linalg.solve(h + shift, grad).reshape(m, 3)
        raise AssertionError("relaxation did not converge")

    def tabulate(self, site_volume):
        """Static energies and mode quanta at Chebyshev-spaced volumes."""
        nodes = np.cos(np.pi * (np.arange(7) + 0.5) / 7)
        self.volumes = self.nsites * site_volume * (1.02 + 0.06 * nodes)
        self.energies, self.quanta = [], []
        for v in self.volumes:
            energy, h = self.relaxed(v)
            w2 = np.linalg.eigvalsh(h) / MASS
            assert np.max(np.abs(w2[:3])) < 1e-9 and w2[3] > 1e-4
            self.energies.append(energy)
            self.quanta.append(HBAR_OMEGA * np.sqrt(w2[3:]))
        self.energies = np.array(self.energies)
        self.quanta = np.array(self.quanta)

    def fit(self, values):
        return Polynomial.fit(self.volumes, values, 6)

    def free_energy(self, temp):
        x = self.quanta / (KB * temp)
        vib = self.quanta / 2 + KB * temp * np.log1p(-np.exp(-x))
        return self.fit(self.energies + vib.sum(axis=1))

    def entropy(self, volume, temp):
        x = self.quanta / (KB * temp)
        s = x / np.expm1(x) - np.log1p(-np.exp(-x))
        return self.fit(s.sum(axis=1))(volume)

    def log_sum(self, volume):
        return self.fit(np.log(self.quanta).sum(axis=1))(volume)

    def equilibrium(self, temp, pressure):
        """Volume and Gibbs energy at given temperature and pressure."""
        f = self.free_energy(temp)
        slope = f.deriv()
        v = brentq(lambda z: slope(z) + pressure, self.volumes.min(),
                   self.volumes.max(), xtol=1e-10)
        return v, f(v) + pressure * v

    def grueneisen(self, volume, temp):
        """Mode gammas from eigenvectors, and mode heat capacities."""
        eps = 1e-3
        plus = self.relaxed(volume * (1 + eps))[1]
        minus = self.relaxed(volume * (1 - eps))[1]
        w2, vec = np.linalg.eigh(self.relaxed(volume)[1])
        w2, vec = w2[3:], vec[:, 3:]
        slope = np.sum(vec * (((plus - minus) / (2 * eps)) @ vec), axis=0)
        x = HBAR_OMEGA * np.sqrt(w2 / MASS) / (KB * temp)
        return -0.5 * slope / w2, (0.5 * x / np.sinh(0.5 * x)) ** 2


def compare(host, defect, temp, pressure=0.0):
    """Both sides of the entropy relation; alpha and B come from the host."""
    v0, _ = host.equilibrium(temp, pressure)
    vd, gd = defect.equilibrium(temp, pressure)
    up0, gu0 = host.equilibrium(temp + 1, pressure)
    dn0, gl0 = host.equilibrium(temp - 1, pressure)
    gud = defect.equilibrium(temp + 1, pressure)[1]
    gld = defect.equilibrium(temp - 1, pressure)[1]
    alpha = (up0 - dn0) / (2 * v0)
    bulk = v0 * host.free_energy(temp).deriv(2)(v0)
    s_p = -((gud - gu0) - (gld - gl0)) / (2 * KB)
    s_v = defect.entropy(v0, temp) - host.entropy(v0, temp)
    fd = defect.free_energy(temp)
    return dict(v0=v0, vd=vd, vrel=vd - v0, alpha=alpha, bulk=bulk,
                s_p=s_p, s_v=s_v, diff=s_p - s_v,
                law=alpha * bulk * (vd - v0) / KB,
                gap=fd(v0) + pressure * v0 - gd,
                excess=-fd.deriv()(v0) - pressure)


small = Cell(2, "host")
static = minimize_scalar(
    lambda v: small.derivatives(32 * v, small.u)[0], bounds=(10, 18),
    method="bounded", options={"xatol": 1e-9}).x
T, T_LOW, P_HIGH = 400.0, 100.0, 2.0
print(f"Morse depth {DEPTH:.2f} eV, steepness {STEEP:.2f} 1/angstrom")
print(f"Morse bond length {BOND:.2f} angstrom, mass {MASS:.0f} u")
print(f"impurity bond extension {EXTRA:.2f} angstrom")
print(f"static host volume per site {static:.4f} angstrom^3")
print(f"main temperature {T:.0f} K, pressure 0 GPa")

hosts, impurities, results = {}, {}, {}
for n in (2, 3, 4):
    hosts[n], impurities[n] = Cell(n, "host"), Cell(n, "impurity")
    hosts[n].tabulate(static)
    impurities[n].tabulate(static)
    r = results[n] = compare(hosts[n], impurities[n], T)
    N = hosts[n].nsites
    r["ratio"] = r["diff"] / r["law"]
    r["logs"] = (impurities[n].log_sum(r["vd"])
                 - impurities[n].log_sum(r["v0"]))
    modes = impurities[n].quanta.shape[1]
    print(f"N={N}: V_rel {r['vrel']:.4f} angstrom^3, "
          f"S_P-S_V {r['diff']:.4f} k_B")
    print(f"N={N}: alpha*B*V_rel {r['law']:.4f} k_B, ratio {r['ratio']:.5f}")
    print(f"N={N}: {modes} modes, mean ln-frequency shift "
          f"{r['logs'] / modes:.3e}, minus sum {-r['logs']:.4f}")
    assert N * abs(r["ratio"] - 1) < 10
limit = (256 * results[4]["ratio"] - 108 * results[3]["ratio"]) / 148
print(f"ratio extrapolated to infinite N {limit:.5f}")
assert abs(limit - 1) < 0.01

host, impurity, r = hosts[4], impurities[4], results[4]
omega = r["v0"] / host.nsites
print("values below: N=256")
print(f"host volume per site at 400 K {omega:.4f} angstrom^3")
print(f"alpha {r['alpha']:.4e} 1/K, B {r['bulk'] / GPA:.3f} GPa")
print(f"alpha*B {r['alpha'] * r['bulk'] / KB:.5f} k_B/angstrom^3")
print(f"V_rel/site volume {r['vrel'] / omega:.4f}")
print(f"impurity cell minus host cell: S_P {r['s_p']:.4f} k_B, "
      f"S_V {r['s_v']:.4f} k_B")

# Free energies nearly agree; the excess pressure gives the relaxation volume.
elastic = r["bulk"] * r["vrel"]**2 / (2 * r["v0"])
vrel_pressure = r["v0"] * r["excess"] / r["bulk"]
print(f"free-energy gap {1e3 * r['gap']:.3f} meV, "
      f"B*V_rel^2/(2V) {1e3 * elastic:.3f} meV")
print(f"excess pressure {r['excess'] / GPA:.4f} GPa, "
      f"V*dp/B {vrel_pressure:.4f} angstrom^3")
assert abs(r["gap"] / elastic - 1) < 0.10
assert abs(vrel_pressure / r["vrel"] - 1) < 0.05

# Mode sums against thermal expansion and the explicit entropy change.
gam0, cap0 = host.grueneisen(r["v0"], T)
alpha_b_modes = np.sum(cap0 * gam0) / r["v0"]
assert abs(alpha_b_modes * KB / (r["alpha"] * r["bulk"]) - 1) < 1e-3
gam, cap = impurity.grueneisen(r["v0"], T)
mode_sum = np.sum(cap * gam) * r["vrel"] / r["v0"]
classical = np.sum(gam) * r["vrel"] / r["v0"]
assert abs(mode_sum / r["diff"] - 1) < 0.01
assert abs(classical / -r["logs"] - 1) < 0.01
print(f"host mode sum for alpha*B {alpha_b_modes:.5f} k_B/angstrom^3")
print(f"host mean gamma {gam0.mean():.4f}, mean c_i {cap0.mean():.4f} k_B")
print(f"impurity-cell mode sum {mode_sum:.4f} k_B, "
      f"classical sum {classical:.4f} k_B")
print(f"3*mean gamma*V_rel/site volume "
      f"{3 * gam0.mean() * r['vrel'] / omega:.4f} k_B")

# Low temperature, where mode heat capacities are reduced.
low = compare(host, impurity, T_LOW)
gam_low, cap_low = host.grueneisen(low["v0"], T_LOW)
low_modes = np.sum(cap_low * gam_low) / low["v0"]
assert abs(low_modes * KB / (low["alpha"] * low["bulk"]) - 1) < 1e-3
assert abs(low["diff"] / low["law"] - 1) < 0.05
print(f"{T_LOW:.0f} K: V_rel {low['vrel']:.4f} angstrom^3, "
      f"mean c_i {cap_low.mean():.4f} k_B")
print(f"{T_LOW:.0f} K: S_P-S_V {low['diff']:.4f} k_B, "
      f"alpha*B*V_rel {low['law']:.4f} k_B")

# Finite pressure.
high = compare(host, impurity, T, P_HIGH * GPA)
assert abs(high["diff"] / high["law"] - 1) < 0.05
print(f"{P_HIGH:.0f} GPa, 400 K: S_P-S_V {high['diff']:.4f} k_B, "
      f"alpha*B*V_rel {high['law']:.4f} k_B")

# Vacancy: the reservoir atom carries three average host modes.
vacancy = Cell(4, "vacancy")
vacancy.tabulate(static)
vac = compare(host, vacancy, T)
atom = host.entropy(vac["v0"], T) / (host.nsites - 1)
assert abs(vac["diff"] - vac["law"]) < 0.05 * abs(vac["law"]) + 1e-3
print(f"vacancy, 400 K: V_rel {vac['vrel']:.4f} angstrom^3, "
      f"reservoir atom {atom:.4f} k_B")
print(f"vacancy formation entropy: S_P {vac['s_p'] + atom:.4f} k_B, "
      f"S_V {vac['s_v'] + atom:.4f} k_B")
print(f"vacancy S_P-S_V {vac['diff']:.4f} k_B, "
      f"alpha*B*V_rel {vac['law']:.4f} k_B")

# Removed atom kept inside the crystal, whose total volume is held fixed.
fixed = vac["v0"] * (host.nsites - 1) / host.nsites
total_diff = vacancy.entropy(vac["vd"], T) - vacancy.entropy(fixed, T)
total_law = vac["alpha"] * vac["bulk"] * (vac["vrel"] + omega) / KB
assert abs(total_diff / total_law - 1) < 0.05
print(f"vacancy formation volume {vac['vrel'] + omega:.4f} angstrom^3")
print(f"fixed total volume: entropy difference {total_diff:.4f} k_B, "
      f"alpha*B*V_formation {total_law:.4f} k_B")
print("checks complete")
```

It prints:

```
Morse depth 0.40 eV, steepness 1.50 1/angstrom
Morse bond length 2.70 angstrom, mass 60 u
impurity bond extension 0.20 angstrom
static host volume per site 12.8866 angstrom^3
main temperature 400 K, pressure 0 GPa
N=32: V_rel 8.3580 angstrom^3, S_P-S_V 2.7780 k_B
N=32: alpha*B*V_rel 2.8054 k_B, ratio 0.99023
N=32: 93 modes, mean ln-frequency shift -3.127e-02, minus sum 2.9083
N=108: V_rel 8.3811 angstrom^3, S_P-S_V 2.8715 k_B
N=108: alpha*B*V_rel 2.8798 k_B, ratio 0.99711
N=108: 321 modes, mean ln-frequency shift -9.348e-03, minus sum 3.0007
N=256: V_rel 8.3842 angstrom^3, S_P-S_V 2.8936 k_B
N=256: alpha*B*V_rel 2.8971 k_B, ratio 0.99878
N=256: 765 modes, mean ln-frequency shift -3.951e-03, minus sum 3.0224
ratio extrapolated to infinite N 1.00000
values below: N=256
host volume per site at 400 K 13.1096 angstrom^3
alpha 4.0918e-05 1/K, B 116.591 GPa
alpha*B 0.34554 k_B/angstrom^3
V_rel/site volume 0.6395
impurity cell minus host cell: S_P 0.9009 k_B, S_V -1.9927 k_B
free-energy gap 7.628 meV, B*V_rel^2/(2V) 7.621 meV
excess pressure 0.2923 GPa, V*dp/B 8.4132 angstrom^3
host mode sum for alpha*B 0.34554 k_B/angstrom^3
host mean gamma 1.5832, mean c_i 0.9594 k_B
impurity-cell mode sum 2.8937 k_B, classical sum 3.0231 k_B
3*mean gamma*V_rel/site volume 3.0376 k_B
100 K: V_rel 8.2739 angstrom^3, mean c_i 0.5535 k_B
100 K: S_P-S_V 1.6066 k_B, alpha*B*V_rel 1.6099 k_B
2 GPa, 400 K: S_P-S_V 2.8173 k_B, alpha*B*V_rel 2.8207 k_B
vacancy, 400 K: V_rel -0.4590 angstrom^3, reservoir atom 4.3592 k_B
vacancy formation entropy: S_P 2.1616 k_B, S_V 2.3191 k_B
vacancy S_P-S_V -0.1575 k_B, alpha*B*V_rel -0.1586 k_B
vacancy formation volume 12.6507 angstrom^3
fixed total volume: entropy difference 4.3409 k_B, alpha*B*V_formation 4.3713 k_B
checks complete
```
